Sound speeds along [110] in silicon and the elastic constants behind them

**Question**

I have an exercise on silicon that I can only half do. It asks for the three sound speeds along [110] from C11, C12 and C44, says they should come out near 9.1, 5.8 and 4.7 km/s, and then wants the speeds inverted to recover all three constants.

My inputs are rough two-figure values: C11 = 170 GPa, C12 = 64 GPa, C44 = 80 GPa, a cubic cell of edge 5.4 Å, and an atomic mass of 28 u. I know that a speed should look like √(modulus/density), but √(C11/ρ) does not give the first number, and I don't see where C12 enters. I also don't understand why there are two different shear speeds. In an isotropic solid there is one.

For the second part, I have three numbers and three unknowns, so I would expect the inversion to work. But how do I know which shear speed belongs in which equation, and does it matter?

**Answer**

It does matter. The three speeds fix the three constants if you also know the density and the direction in which the material moves in each shear wave. Both parts follow from the equation of motion, so start there.

**From the elastic energy to the wave equation**

Take x, y, z along the cube edges and number them 1, 2, 3. Let u be the displacement, and write ∂1 for ∂/∂x, and so on. The strain is

ε_ij = (∂_j u_i + ∂_i u_j)/2.

For small strains the energy per volume is quadratic in ε. The symmetry of silicon removes most of the possible terms. Reversing one axis changes the sign of every shear strain that carries that axis label once, so products such as ε11ε12 or ε12ε13 cannot appear. Interchanging axes makes the remaining coefficients equal in groups. What is left is

W = (C11/2)(ε11² + ε22² + ε33²)
  + C12(ε11ε22 + ε22ε33 + ε33ε11)
  + 2C44(ε12² + ε23² + ε31²).

The factor 2 in the last line is a convention. C44 is defined with the engineering shear γ = 2ε12, and C44γ²/2 = 2C44ε12².

The stress is the derivative of W with respect to the displacement gradient, σ_ij = ∂W/∂(∂_j u_i). For a normal component,

σ11 = C11ε11 + C12(ε22 + ε33).

For a shear component, the derivative of 2C44ε12² with respect to ε12 is 4C44ε12, and ε12 contains ∂2u1 with a factor 1/2. Hence

σ12 = 4C44ε12 · (1/2) = 2C44ε12 = C44(∂2u1 + ∂1u2).

Newton's law for a small volume, with uniform density ρ and no initial stress, is

ρ ∂²u1/∂t² = ∂1σ11 + ∂2σ12 + ∂3σ13.

Insert the stresses:

ρ ∂²u1/∂t² = C11∂1²u1 + C12(∂1∂2u2 + ∂1∂3u3)
  + C44(∂2²u1 + ∂1∂2u2) + C44(∂3²u1 + ∂1∂3u3).

Collecting the terms in each displacement component gives

ρ ∂²u1/∂t² = C11∂1²u1 + C44(∂2² + ∂3²)u1
  + (C12 + C44)(∂1∂2u2 + ∂1∂3u3).

The equations for u2 and u3 follow by cycling the labels 1 → 2 → 3 → 1.

Now try a plane wave travelling along the unit vector n,

u = a sin(k n·r − ωt),

where the constant vector a gives the direction and size of the motion. Two space derivatives ∂_i∂_j bring down −k²n_in_j, and two time derivatives bring down −ω². Cancel the common factor −sin(k n·r − ωt), divide by k², and write v = ω/k:

ρv²a1 = [C11n1² + C44(n2² + n3²)]a1
  + (C12 + C44)(n1n2a2 + n1n3a3).

This and its two cyclic partners form an eigenvalue problem. The allowed directions of motion are the eigenvectors, and the values of ρv² are the eigenvalues.

**Why your first attempt used the wrong modulus**

Along [100] we have n = (1, 0, 0). All products of different components of n vanish, and the three equations become

ρv²a1 = C11a1,
ρv²a2 = C44a2,
ρv²a3 = C44a3.

So √(C11/ρ) is the longitudinal speed along a cube edge. C12 is absent, and no set of speeds measured along [100] can recover it. This is why the exercise chooses another direction.

**The three waves along [110]**

Here n = (1, 1, 0)/√2, so n1² = n2² = n1n2 = 1/2 and n3 = 0. The equations are

ρv²a1 = [(C11 + C44)/2]a1 + [(C12 + C44)/2]a2,
ρv²a2 = [(C12 + C44)/2]a1 + [(C11 + C44)/2]a2,
ρv²a3 = C44a3.

The third is already separate. The first two are coupled, but they turn into each other when a1 and a2 are interchanged, which suggests taking their sum and difference. The sum is

ρv²(a1 + a2) = [(C11 + C44)/2 + (C12 + C44)/2](a1 + a2)
  = [(C11 + C12 + 2C44)/2](a1 + a2).

In the difference the two C44 terms cancel:

ρv²(a1 − a2) = [(C11 + C44)/2 − (C12 + C44)/2](a1 − a2)
  = [(C11 − C12)/2](a1 − a2).

Setting all but one of a1 + a2, a1 − a2 and a3 to zero gives the three modes:

L, motion along [110]:  ρv_L² = (C11 + C12 + 2C44)/2
A, motion along [001]:  ρv_A² = C44
B, motion along [1 −1 0]:  ρv_B² = (C11 − C12)/2

In L the material moves along the direction of travel. In A and B it moves at right angles to it.

**Why there are two shear speeds**

Look at what the two shear waves do to the cube. Let f be the displacement as a function of distance s = (x + y)/√2 along the direction of travel, and let f′ = df/ds.

In mode B, u1 = f/√2 and u2 = −f/√2. Since ∂1s = ∂2s = 1/√2, the strains are

ε11 = f′/2,  ε22 = −f′/2,
ε12 = (1/2)(f′/2 − f′/2) = 0.

Seen from the cube axes, this wave stretches one edge and shortens the other, with no shear between the edges. That is why C44 is absent. The energy confirms the modulus:

W = (C11/2)(f′²/4 + f′²/4) − C12f′²/4
  = (1/2)[(C11 − C12)/2]f′².

In mode A, u3 = f, so ε31 = ε23 = f′/(2√2) and there is no normal strain. Then

W = 2C44(f′²/8 + f′²/8) = (1/2)C44f′².

The two waves therefore deform the crystal in different ways, and cubic symmetry does not require the two stiffnesses to be equal. They are equal when

2C44 = C11 − C12,

which is the condition for an isotropic solid. This is the single shear speed you remember.

Another useful limit is a fluid. Set C44 = 0 and C11 = C12 = K, where K is the bulk modulus. Both shear speeds vanish, and ρv_L² = (K + K)/2 = K, as it should be for sound in a fluid.

**The numbers**

The diamond structure of silicon has eight atoms in the cubic cell, so

ρ = 8 × 28 × 1.660539×10⁻²⁷ kg / (5.4×10⁻¹⁰ m)³
  = 2362.2 kg/m³.

The three effective moduli are

ρv_L² = (170 + 64 + 2 × 80)/2 GPa = 197 GPa,
ρv_A² = 80 GPa,
ρv_B² = (170 − 64)/2 GPa = 53 GPa.

Divide by the density and take the square root, with 1 GPa = 10⁹ Pa:

v_L = √(197×10⁹ / 2362.2) m/s = 9132 m/s = 9.13 km/s,
v_A = √(80×10⁹ / 2362.2) m/s = 5820 m/s = 5.82 km/s,
v_B = √(53×10⁹ / 2362.2) m/s = 4737 m/s = 4.74 km/s.

These agree with the 9.1, 5.8 and 4.7 km/s of your exercise. The agreement supports the three effective moduli. It says nothing about which direction of motion belongs to which shear speed, since the list in the exercise carries no polarizations; that assignment comes from the eigenvectors found above. Because the inputs are rough, this is also not a precise determination of the properties of silicon. The extra digits are kept here so that the inversion can be followed.

**Going back to the constants**

Suppose that the three speeds, their directions of motion and the density are known. Mode A gives one constant at once:

C44 = ρv_A².

To remove C44 from the longitudinal equation, subtract the equation for mode A:

ρ(v_L² − v_A²) = (C11 + C12 + 2C44)/2 − C44 = (C11 + C12)/2.

Mode B supplies the other combination:

ρv_B² = (C11 − C12)/2.

Adding the last two equations leaves C11, and subtracting the second from the first leaves C12:

C11 = ρ(v_L² − v_A² + v_B²),
C12 = ρ(v_L² − v_A² − v_B²).

With the moduli above,

C11 = (197 − 80 + 53) GPa = 170 GPa,
C12 = (197 − 80 − 53) GPa = 64 GPa,
C44 = 80 GPa.

This return to the starting values checks the inversion. It brings no new information about silicon, since the speeds were made from the same constants.

**What happens if the shear labels are exchanged**

Now suppose you have three speeds but no record of the direction of motion. The longitudinal one can often be identified by its size. From the mode formulas,

ρ(v_L² − v_A²) = (C11 + C12)/2,
ρ(v_L² − v_B²) = C12 + C44.

Both right-hand sides are positive for your constants, so L is the fastest wave. In an unknown crystal, this identification assumes that C12 + C44 is positive. The first difference is positive in any stable cubic crystal, because stability requires C11 + 2C12 > 0 and C11 − C12 > 0, and

C11 + C12 = [2(C11 + 2C12) + (C11 − C12)]/3.

The two shear speeds remain ambiguous. Put v_B where v_A belongs and the reverse, and mark the resulting constants with a prime:

C44′ = ρv_B²,
C11′ = ρ(v_L² − v_B² + v_A²),
C12′ = ρ(v_L² − v_B² − v_A²) = C12.

C12 survives because both shear speeds enter it with the same sign. The other two constants change:

C11′ = (197 − 53 + 80) GPa = 224 GPa,
C12′ = (197 − 53 − 80) GPa = 64 GPa,
C44′ = 53 GPa.

Put this false set into the forward formulas. The longitudinal modulus is (224 + 64 + 2 × 53)/2 = 197 GPa, and the shear moduli are 53 GPa and (224 − 64)/2 = 80 GPa. The list of speeds is the same as before, with the two directions of shear motion exchanged.

Mechanical stability does not expose the error either. A cubic crystal without initial stress is stable against small uniform strains if C44, C11 − C12 and C11 + 2C12 are all positive. For the false set they are 53, 160 and 352 GPa.

You therefore need one more piece of information. The direct one is the polarization: a shear wave launched with motion along [001] is mode A, and one with motion along [1 −1 0] is mode B. Another is the longitudinal speed along [100], where ρv² = C11. It would give 170 GPa for the true set and 224 GPa for the false one.

For your exercise, the assignment is 5.8 km/s to [001] and 4.7 km/s to [1 −1 0].

**How much does rounding the speeds cost?**

If you invert the rounded speeds 9.1, 5.8 and 4.7 km/s with the same density, you get

C11 = 2362 × (9100² − 5800² + 4700²) Pa ≈ 168.3 GPa,
C12 = 2362 × (9100² − 5800² − 4700²) Pa ≈ 64.0 GPa,
C44 = 2362 × 5800² Pa ≈ 79.5 GPa.

C12 looks almost untouched, but this is a cancellation. All three speeds were rounded down. Lowering v_L reduces C12, while lowering v_A and v_B raises it, and here the two effects nearly balance. Other rounding errors of the same size need not do so.

To see the possible damage, let each speed be wrong by at most δ, with ρ held fixed. A small change Δv alters v² by

(v + Δv)² − v² = 2vΔv + (Δv)² ≈ 2vΔv.

In C11 and C12 the three errors can have signs that make all their contributions add. To first order in δ, the largest errors are therefore

|ΔC11| = |ΔC12| = 2ρδ(v_L + v_A + v_B),
|ΔC44| = 2ρδv_A.

Rounding to 0.1 km/s means δ = 50 m/s. The formulas give 4.65 GPa for C11 and C12, and 1.37 GPa for C44. Trying every combination of signs with the squares (Δv)² retained gives 4.66 GPa and 1.38 GPa, so the first-order estimate is good here.

Relative to the starting constants, these largest errors are about 2.7 % for C11, 7.3 % for C12 and 1.7 % for C44. C12 is the most sensitive because it is a smaller number left over from the subtraction of larger ones. They are worst cases for this rounding, and the actual errors above are smaller.

An error in the density acts differently. All three inverse formulas are proportional to ρ, so with the speeds fixed, a density that is 1 % too high makes every constant 1 % too high. This matters here: the rough cell edge and mass give 2362 kg/m³, about 1.4 % above the density of real silicon, roughly 2329 kg/m³ (edge 5.431 Å, mass 28.09 u). With that density the rounded speeds give about 166.0, 63.1 and 78.3 GPa instead of 168.3, 64.0 and 79.5 GPa.

**When the formulas apply**

The wavelength must be long compared with the spacing of the atoms, since the crystal was treated as a continuum. At shorter wavelengths ω is no longer proportional to k, and one speed does not describe the wave. The sample must also be wide compared with the wavelength. In a thin rod the free sides change the stress, and the plane-wave solution used here does not satisfy the conditions at those sides.

The strain must be small enough for the quadratic energy to suffice, damping must be weak, and there must be no appreciable initial stress. In a piezoelectric crystal, electric fields can add to the stiffness. Silicon has inversion symmetry, which forbids a polarization proportional to uniform strain, so that correction is absent.

Finally, if little heat flows between the compressed and expanded regions during one period, the constants obtained from the speeds are the adiabatic ones. A slow measurement at fixed temperature gives the isothermal constants. A cubic crystal expands equally in all directions when heated, so C44 and C11 − C12 are the same in both cases, and the two shear moduli are unaffected. C11 and C12 are both lower by the same small amount in the isothermal case, about 0.1 GPa for silicon at room temperature.

The values computed by the program are in the numerical output below.

Computed results

```
Rough silicon inputs
C11 = 170 GPa
C12 = 64 GPa
C44 = 80 GPa
cube edge = 5.4 angstrom
atomic mass = 28 u
atomic mass unit = 1.660539e-27 kg
atoms per cube = 8 (count)
density = 2362.2 kg/m^3
Modes along [110]
L, displacement [110]: rho*v^2 = 197.0 GPa
L, displacement [110]: v = 9132.2 m/s = 9.13 km/s
A, displacement [001]: rho*v^2 = 80.0 GPa
A, displacement [001]: v = 5819.5 m/s = 5.82 km/s
B, displacement [1-10]: rho*v^2 = 53.0 GPa
B, displacement [1-10]: v = 4736.7 m/s = 4.74 km/s
Constants recovered from unrounded speeds
C11 = 170.000 GPa
C12 = 64.000 GPa
C44 = 80.000 GPa
Speeds rounded to 0.1 km/s
L, displacement [110]: v = 9.1 km/s
A, displacement [001]: v = 5.8 km/s
B, displacement [1-10]: v = 4.7 km/s
Constants recovered from rounded speeds
C11 = 168.33 GPa
C12 = 63.97 GPa
C44 = 79.46 GPa
Bounds for speed errors up to 50 m/s
C11: first-order bound = 4.65 GPa
C11: largest error found = 4.66 GPa
C11: relative bound = 2.7 percent
C12: first-order bound = 4.65 GPa
C12: largest error found = 4.66 GPa
C12: relative bound = 7.3 percent
C44: first-order bound = 1.37 GPa
C44: largest error found = 1.38 GPa
C44: relative bound = 1.7 percent
False constants from exchanged shear labels
C11 = 224.0 GPa
C12 = 64.0 GPa
C44 = 53.0 GPa
smallest stiffness eigenvalue, exchanged set = 53.0 GPa
```
